\section*{Piezoresistance near a through-silicon via for current along [110]}

\section*{Setting}

A metal via of radius $R$ passes through a (001) silicon wafer. A small resistor in the silicon carries current along the direction $[110]$. After cooling, the via and the silicon have contracted by different amounts, and the resulting stress changes the resistivity. The parts below find this change as a function of position.

The axes are $x=[110]$, $y=[\bar110]$, $z=[001]$. The origin is on the via axis, $r$ is the distance from it, and $\theta$ is the polar angle measured from $x$. Tensile stress is positive. There is one via, perfectly bonded, and no other source of stress. Until part (f) both materials are elastically isotropic, with Lam\'e constants $\lambda_v,G_v$ (via) and $\lambda_s,G_s$ (silicon). Deformation and piezoresistance are linear.

\section*{(a) The stress in the silicon}

\emph{Find the stress outside the via, far from the wafer faces, after a temperature change $\Delta T$.}

\textbf{Solution.} Measure strain relative to silicon that has contracted freely. In this reference the silicon has no thermal strain, while the via would, if free, have the isotropic strain
\begin{equation}
e=(\alpha_v-\alpha_s)\Delta T .
\end{equation}
The silicon cross-section is much larger than that of the via, so the via cannot change the wafer's axial length appreciably. Far from the faces we therefore set $\varepsilon_{zz}=0$ in both materials.

The displacement is radial, $u(r)$, with $\varepsilon_{rr}=u'$ and $\varepsilon_{\theta\theta}=u/r$. In silicon
\begin{equation}
\sigma_{rr}=\lambda_s\Big(u'+\frac ur\Big)+2G_su',\qquad
\sigma_{\theta\theta}=\lambda_s\Big(u'+\frac ur\Big)+2G_s\frac ur .
\end{equation}
Radial equilibrium, $\sigma_{rr}'+(\sigma_{rr}-\sigma_{\theta\theta})/r=0$, becomes
\begin{equation}
\lambda_s\Big(u'+\frac ur\Big)'+2G_s\Big(u''+\frac{u'}r-\frac u{r^2}\Big)
=(\lambda_s+2G_s)\Big(u'+\frac ur\Big)'=0,
\end{equation}
because the second bracket equals $(u'+u/r)'$. The solutions are $u\propto r$ and $u\propto1/r$. The stress must vanish far away, so $u=C/r$ in silicon. Then $u'+u/r=0$, and
\begin{equation}
\sigma_{rr}=-\frac{2G_sC}{r^2},\qquad \sigma_{\theta\theta}=+\frac{2G_sC}{r^2},\qquad
\sigma_{zz}=\lambda_s\Big(u'+\frac ur\Big)=0 .
\end{equation}

In the via $u$ must be finite on the axis, so $u=Ar$. Stress comes from the strain in excess of $e$, whose components are $A-e$, $A-e$ and $-e$:
\begin{equation}
\sigma_{rr}=\lambda_v(2A-3e)+2G_v(A-e)=2(\lambda_v+G_v)A-(3\lambda_v+2G_v)e .
\label{eq:inside}
\end{equation}
Continuity of $u$ at $R$ gives $C=AR^2$. Continuity of $\sigma_{rr}$ gives
\begin{equation}
-2G_sA=2(\lambda_v+G_v)A-(3\lambda_v+2G_v)e
\;\Rightarrow\;
A=\frac{(3\lambda_v+2G_v)e}{2(\lambda_v+G_v+G_s)} .
\end{equation}
With $p=-2G_sA$ for the radial stress at the wall,
\begin{equation}
\sigma_{rr}=-\sigma_{\theta\theta}=p\,\frac{R^2}{r^2},\qquad
p=-\frac{G_s(3\lambda_v+2G_v)\,e}{\lambda_v+G_v+G_s}.
\label{eq:lame}
\end{equation}
If the via contracts more than silicon on cooling, $e<0$ and $p>0$: the via pulls the silicon inwards, which stretches it radially and compresses it around the circumference.

\section*{(b) Resistivity along $[110]$ for a general stress}

\emph{In the cubic axes $1,2,3$ the relative resistivity change $\Delta_{ij}=\Delta\rho_{ij}/\rho$ obeys
\begin{equation}
\Delta_{11}=\pi_{11}\sigma_{11}+\pi_{12}(\sigma_{22}+\sigma_{33}),\qquad
\Delta_{12}=\pi_{44}\sigma_{12},
\end{equation}
and the same with indices permuted. Find $\Delta_{xx}$ and $\Delta_{xy}$.}

\textbf{Solution.} The device axes are $\hat x=(1,1,0)/\sqrt2$ and $\hat y=(-1,1,0)/\sqrt2$. Expressing the crystal components of the stress through the device components gives
\begin{align}
\sigma_{11}&=\tfrac12(\sigma_{xx}+\sigma_{yy})-\sigma_{xy},&
\sigma_{22}&=\tfrac12(\sigma_{xx}+\sigma_{yy})+\sigma_{xy},\\
\sigma_{12}&=\tfrac12(\sigma_{xx}-\sigma_{yy}),& \sigma_{33}&=\sigma_{zz}.
\end{align}
Tension along $[110]$ is thus partly a shear in the cubic axes, and this is how $\pi_{44}$ enters. Projection of $\Delta$ on $\hat x$ gives
\begin{align}
\Delta_{xx}&=\tfrac12(\Delta_{11}+\Delta_{22})+\Delta_{12}\nonumber\\
&=\tfrac12(\pi_{11}+\pi_{12})(\sigma_{11}+\sigma_{22})+\pi_{12}\sigma_{33}+\pi_{44}\sigma_{12}\nonumber\\
&=\tfrac12(\pi_{11}+\pi_{12})(\sigma_{xx}+\sigma_{yy})+\tfrac12\pi_{44}(\sigma_{xx}-\sigma_{yy})+\pi_{12}\sigma_{zz}.
\label{eq:general}
\end{align}
The off-diagonal element is
\begin{equation}
\Delta_{xy}=\tfrac12(\Delta_{22}-\Delta_{11})=\tfrac12(\pi_{11}-\pi_{12})(\sigma_{22}-\sigma_{11})
=(\pi_{11}-\pi_{12})\sigma_{xy}.
\label{eq:off}
\end{equation}

\section*{(c) The change near the via}

\emph{Combine (a) and (b). What does the result mean for the mobility, and does it matter how the sides of the resistor are connected?}

\textbf{Solution.} The radial unit vector is $(\cos\theta,\sin\theta)$ and the tangential one is $(-\sin\theta,\cos\theta)$. Since $\sigma_{\theta\theta}=-\sigma_{rr}$,
\begin{align}
\sigma_{xx}&=\sigma_{rr}\cos^2\theta+\sigma_{\theta\theta}\sin^2\theta=\sigma_{rr}\cos2\theta,\\
\sigma_{yy}&=\sigma_{rr}\sin^2\theta+\sigma_{\theta\theta}\cos^2\theta=-\sigma_{rr}\cos2\theta,\\
\sigma_{xy}&=(\sigma_{rr}-\sigma_{\theta\theta})\sin\theta\cos\theta=\sigma_{rr}\sin2\theta .
\end{align}
In Eq.~\eqref{eq:general} the sum $\sigma_{xx}+\sigma_{yy}$ and $\sigma_{zz}$ vanish, and half the difference is $\sigma_{rr}\cos2\theta$. Hence
\begin{equation}
\boxed{\;\frac{\Delta\rho}{\rho}=\pi_{44}\,\sigma_{rr}(r)\cos2\theta,\qquad \sigma_{rr}=p\,\frac{R^2}{r^2}\;}
\label{eq:law}
\end{equation}
The coefficients $\pi_{11}$ and $\pi_{12}$ drop out because, for current along $[110]$, they multiply only $\sigma_{xx}+\sigma_{yy}$ and $\sigma_{zz}$, which are both zero here. On the line through the via along the current ($\theta=0$) the silicon is stretched along the current. Beside the via ($\theta=90^\circ$) it is compressed along the current, and the sign reverses. At $45^\circ$ the change is zero.

At fixed carrier density $\rho\propto1/\mu$, so $\Delta\mu/\mu=1/(1+\Delta\rho/\rho)-1\approx-\pi_{44}\sigma_{rr}\cos2\theta$ to first order.

Equation~\eqref{eq:law} gives $E_x/J_x$ when no transverse current flows. If instead the sides are shorted, so that $E_y=0$, then $0=\rho_{xy}J_x+\rho_{yy}J_y$ fixes $J_y$, and
\begin{equation}
\frac{E_x}{J_x}=\rho_{xx}-\frac{\rho_{xy}^2}{\rho_{yy}} .
\end{equation}
By Eq.~\eqref{eq:off}, $\rho_{xy}/\rho=(\pi_{11}-\pi_{12})\sigma_{rr}\sin2\theta$, so the two connections differ at second order in the stress.

\section*{(d) Numbers and the excluded area}

\emph{Take $R=2.5\,\mu$m, $\Delta T=-250$ K, $\alpha_v=17$ and $\alpha_s=3$ ppm/K, Young moduli 120 GPa (via) and 160 GPa (silicon), and Poisson ratios 0.35 and 0.25. For p-type silicon use $(\pi_{11},\pi_{12},\pi_{44})=(0.07,-0.01,1.4)$ GPa$^{-1}$, for n-type $(-1.0,0.5,-0.14)$ GPa$^{-1}$. These are round model parameters that keep the contrast between the two doping types. Find the change at $r=7.5\,\mu$m, and the silicon area in which a p-type resistor changes by more than $t=5\%$.}

\textbf{Solution.} The Lam\'e constants are $\lambda_v=103.7$, $G_v=44.4$ and $G_s=64$ GPa, and $e=14\times10^{-6}\times(-250)=-3.5\times10^{-3}$. With $3\lambda_v+2G_v=400$ GPa,
\begin{equation}
p=\frac{64\times400\times3.5\times10^{-3}}{103.7+44.4+64}\ \text{GPa}=422\ \text{MPa}.
\end{equation}
This value assumes that the via stays elastic. Its axial stress exceeds its radial stress by $-2G_vA=(G_v/G_s)\,p=293$ MPa, at which a soft metal such as annealed copper can yield; $p$ would then have to come from a plastic calculation.

At $r=3R$ the radial stress is $422/9=46.9$ MPa. At $\theta=0$ the p-type change is $1.4\times0.0469=+6.6\%$, and the n-type change is $-0.14\times0.0469=-0.66\%$. At $90^\circ$ both signs reverse. For p-type at $\theta=0$ the first-order mobility change is $-6.6\%$, while the reciprocal gives $-6.2\%$. The difference comes from the higher-order terms of the reciprocal; nonlinear piezoresistance is outside the model.

A radial finite-element solution of the same via in a silicon disc of radius $200R$ was used as a test of Eq.~\eqref{eq:lame}. Between $R$ and $5R$ its radial stress departs from the formula by less than $7\times10^{-4}$ of the local value.

For the n-type resistor at $45^\circ$, $\rho_{xy}/\rho=-1.5\times0.0469=-0.070$. Shorting the sides then shifts the result by $-(0.070)^2\approx-0.5\%$. In size this second-order shift is about three quarters of the first-order n-type change at $\theta=0$. To leading order the ratio is $(\pi_{11}-\pi_{12})^2|\sigma_{rr}|/|\pi_{44}|$, so it is proportional to the stress and falls as $1/r^2$.

For the area, let $q=|\pi_{44}p|/t$. The condition $|\Delta\rho/\rho|=t$ gives the contour
\begin{equation}
r(\theta)=R\sqrt{q\,|\cos2\theta|}\qquad\text{where } q|\cos2\theta|>1 .
\end{equation}
For $q>1$ this describes four equal lobes. The one around $\theta=0$ extends to $\pm\theta_0$ with $\cos2\theta_0=1/q$. Subtracting the metal,
\begin{align}
S&=4\cdot\frac12\int_{-\theta_0}^{\theta_0}R^2(q\cos2\theta-1)\,d\theta
=2R^2\,(q\sin2\theta_0-2\theta_0)\nonumber\\
&=2R^2\Big[\sqrt{q^2-1}-\arccos\frac1q\Big],
\end{align}
where $q\sin2\theta_0=\sqrt{q^2-1}$. Here $q=1.4\times0.4223/0.05=11.8$. The lobes reach $2.5\sqrt{11.8}=8.6\,\mu$m, and
\begin{equation}
S=12.5\,(11.78-1.49)\approx129\ \mu\text{m}^2 .
\end{equation}
At the lobe tips the change is small enough for the linear law. Close to the wall the same law gives changes of up to $1.4\times0.422=59\%$, outside the small-change regime, so the narrow parts of the contour that run into the wall near $45^\circ$ are only indicative.

\section*{(e) Near a wafer face, and current along $[100]$}

\emph{What replaces Eq.~\eqref{eq:law} near a free face? What changes if the current flows along $[100]$?}

\textbf{Solution.} The deep solution has an axial stress in the via, but a free face can carry no traction. Removing this traction acts like a load on a patch of radius $R$. At distance $r$ from the axis the stress of such a load fades only at depths large compared with $r$, so the affected layer is thicker farther from the via. In this layer the condition $\varepsilon_{zz}=0$ fails. In isotropic elasticity the stress is still axisymmetric, but $\sigma_{\theta\theta}$ need not equal $-\sigma_{rr}$. Then
\begin{equation}
\sigma_{xx}+\sigma_{yy}=\sigma_{rr}+\sigma_{\theta\theta},\qquad
\sigma_{xx}-\sigma_{yy}=(\sigma_{rr}-\sigma_{\theta\theta})\cos2\theta,
\end{equation}
and Eq.~\eqref{eq:general} becomes
\begin{equation}
\frac{\Delta\rho}{\rho}=\tfrac12\pi_{44}(\sigma_{rr}-\sigma_{\theta\theta})\cos2\theta
+\tfrac12(\pi_{11}+\pi_{12})(\sigma_{rr}+\sigma_{\theta\theta})+\pi_{12}\sigma_{zz}.
\end{equation}
A shear $\sigma_{rz}$ may also be present, but it enters the elements $\rho_{xz}$ and $\rho_{yz}$, not $\rho_{xx}$. At the face itself $\sigma_{zz}=0$. The last two terms do not depend on angle. Where their sum is not zero, they shift the zeros away from $45^\circ$, or remove them if the sum exceeds the amplitude of the first term. At the face the main effect is on the amplitude. If via and silicon had the same elastic constants, the deep axial stress in the via would be $2p$. Removing it is a uniform pressure $2p$ on the patch, which at the face outside the patch adds $\sigma_{rr}=-\sigma_{\theta\theta}=(1-2\nu)pR^2/r^2$. Equation~\eqref{eq:law} then holds at the face with $p$ replaced by $2(1-\nu)p$. With the moduli of (d) and a thick wafer, the sum $\sigma_{rr}+\sigma_{\theta\theta}$ at the face and $r=7.5\,\mu$m is only about $-2$ MPa, and the p-type change is about $\pm8.8\%$ instead of $\pm6.6\%$. The angle-independent terms grow below the face. Transistors lie in this surface layer, so for them the stresses must come from a solution that includes the free face, and the coefficients must be those of the channel rather than of bulk silicon. Equation~\eqref{eq:law} is approached at depths large compared with both $R$ and $r$. The approach is slower for n-type silicon, where $\pi_{44}$ is small and the remaining $\sigma_{zz}$ has more weight. With the parameters of (d), agreement within 10\% at $\theta=0$ needs a depth of about $1.4r$ for p-type but about $9r$ for n-type. In a wafer thinned to $50\,\mu$m an n-type resistor at $r=7.5\,\mu$m is nowhere that deep: at the mid-plane its change at $90^\circ$ is about $-0.1\%$, opposite in sign to Eq.~\eqref{eq:law}.

For current along $[100]$, let $\theta'$ be the angle from $[100]$. The stress components relative to these axes have the same form as in (c), and the cubic law applies directly:
\begin{equation}
\Delta_{11}=\pi_{11}\sigma_{11}+\pi_{12}\sigma_{22}=(\pi_{11}-\pi_{12})\,\sigma_{rr}\cos2\theta' .
\end{equation}
At $7.5\,\mu$m and $\theta'=0$ this gives $0.08\times0.0469=+0.38\%$ for p-type and $-1.5\times0.0469=-7.0\%$ for n-type. With these parameters, turning the current by $45^\circ$ exchanges the sensitive and the insensitive doping type.

\section*{(f) Silicon as a cubic elastic medium}

\emph{Silicon is not elastically isotropic. Find the deep stress field for cubic constants $C_{11}=166$, $C_{12}=64$, $C_{44}=80$ GPa (round values, anisotropy ratio $2C_{44}/(C_{11}-C_{12})=1.57$), and judge Eq.~\eqref{eq:law}.}

\textbf{Solution.} Let $s_{ij}$ be the compliances in the device axes. Setting $\varepsilon_{zz}=0$ gives $\sigma_{zz}=-(s_{13}\sigma_{xx}+s_{23}\sigma_{yy})/s_{33}$, and the in-plane strains then follow from the reduced compliances $b_{ij}=s_{ij}-s_{i3}s_{3j}/s_{33}$. Fourfold symmetry makes $b_{22}=b_{11}$. Equilibrium is satisfied by $\sigma_{xx}=U_{yy}$, $\sigma_{yy}=U_{xx}$, $\sigma_{xy}=-U_{xy}$. Strain compatibility for $U=F(x+\mu y)$ requires
\begin{equation}
b_{11}\mu^4+(2b_{12}+b_{66})\mu^2+b_{11}=0 .
\label{eq:quartic}
\end{equation}
For real $\mu$ the left side is twice the elastic energy density of the stress $(\sigma_{xx},\sigma_{yy},\sigma_{xy})=(\mu^2,1,-\mu)$, which is positive, so no root is real. Let $\mu_1,\mu_2$ be the roots with positive imaginary part. The roots come in pairs $\pm\mu$ and the coefficients are real, so $\mu_1,\mu_2$ are either both imaginary or related by $\mu_2=-\mu_1^*$. Either way $\mu_1\mu_2$ is negative, and since $\mu_1^2\mu_2^2=1$,
\begin{equation}
\mu_1\mu_2=-1,\qquad \mu_1+\mu_2=im,\qquad m=\sqrt{2+(2b_{12}+b_{66})/b_{11}} .
\end{equation}

Write $U_x=2\,\mathrm{Re}\sum_k\phi_k$ and $U_y=2\,\mathrm{Re}\sum_k\mu_k\phi_k$, with $\phi_k$ a function of $z_k=x+\mu_ky$. The map
\begin{equation}
z_k=\tfrac R2\big[(1-i\mu_k)\zeta_k+(1+i\mu_k)/\zeta_k\big]
\end{equation}
takes $\zeta_k=e^{i\theta}$ to the via wall, and $\phi_k=A_k/\zeta_k$ decays outwards. Try a uniform radial traction $p$ on the wall. Since the traction components are $dU_y/ds$ and $-dU_x/ds$ along the wall, this means $U_y=pR\sin\theta$ and $U_x=pR\cos\theta$, or
\begin{equation}
A_1+A_2=\tfrac12pR,\qquad \mu_1A_1+\mu_2A_2=\tfrac i2pR .
\end{equation}
Solving these two equations and using the sum and product of the roots,
\begin{equation}
\sum_k\mu_k^2A_k=\tfrac12pR\,[i(\mu_1+\mu_2)-\mu_1\mu_2]=\tfrac12pR(1-m),\quad
\sum_k\frac{A_k}{\mu_k}=\tfrac i2pR(1-m).
\end{equation}
Integrating the strains gives $u_x=2\,\mathrm{Re}\sum_k(b_{11}\mu_k^2+b_{12})\phi_k$ and $u_y=2\,\mathrm{Re}\sum_k(b_{12}\mu_k+b_{11}/\mu_k)\phi_k$; the shear strain agrees by Eq.~\eqref{eq:quartic}. At the wall
\begin{equation}
(u_x,u_y)=-\frac{pR}{2G_{\rm eff}}(\cos\theta,\sin\theta),\qquad
\frac1{2G_{\rm eff}}=b_{11}(m-1)-b_{12}.
\end{equation}
The wall moves radially by the same amount everywhere, which fits the uniform strain $A$ of Eq.~\eqref{eq:inside}. The trial traction is therefore the solution, and $p$ follows from Eq.~\eqref{eq:lame} with $G_s$ replaced by $G_{\rm eff}$. Here $G_{\rm eff}=63.3$ GPa and $p=419$ MPa, less than 1\% below the isotropic value.

The rest of the stress field does change. It follows from
\begin{equation}
\sigma_{xx}=2\,\mathrm{Re}\sum_k\mu_k^2\phi_k',\quad
\sigma_{yy}=2\,\mathrm{Re}\sum_k\phi_k',\quad
\phi_k'=-\frac{A_k}{\zeta_k^2}\Big(\frac{dz_k}{d\zeta_k}\Big)^{-1}.
\end{equation}
At $7.5\,\mu$m and $\theta=0$ it gives $\sigma_{rr}=68.4$, $\sigma_{xx}+\sigma_{yy}=23.7$ and $\sigma_{zz}=6.6$ MPa, so $\frac12(\sigma_{xx}-\sigma_{yy})=68.4-11.85\approx56.5$ MPa. Equation~\eqref{eq:general} then gives
\begin{align}
\text{p-type:}\quad&1.4(0.0565)+0.03(0.0237)-0.01(0.0066)=+8.0\%,\\
\text{n-type:}\quad&-0.14(0.0565)-0.25(0.0237)+0.5(0.0066)=-1.05\%.
\end{align}

For p-type the $\pi_{44}$ term still dominates at this point. The isotropic value of 6.6\% is about 18\% too low relative to the cubic one (the shortfall at $\theta=0$ is about 4\% at $1.5R$ and 24\% at $10R$, while at $3R$ and $30^\circ$ the isotropic value is about 28\% too high), and the 5\% contour moves from 8.6 to about $9.6\,\mu$m on both axes. The area $S$ found in (d) therefore belongs to the isotropic field only. Putting the cubic $\sigma_{rr}$ into Eq.~\eqref{eq:law} does not repair it: $1.4\times0.0684=9.6\%$ is too high, because $\sigma_{\theta\theta}$ is no longer $-\sigma_{rr}$.

For n-type, in the deep field, the law gives the right signs at $0^\circ$ and $90^\circ$, but it is a poor guide to the sizes and to the zero at $45^\circ$. The cubic changes at $0^\circ$, $45^\circ$ and $90^\circ$ are $-1.05\%$, $+0.23\%$ and $+0.53\%$, against $-0.66\%$, $0$ and $+0.66\%$ from Eq.~\eqref{eq:law}. The in-plane sum and $\sigma_{zz}$, absent in the isotropic field, multiply coefficients larger than the small n-type $\pi_{44}$. Equation~\eqref{eq:law} is thus a result of isotropic elasticity which, for these parameters, serves as a first estimate for p-type resistors that lie deep in the wafer and near the directions $0^\circ$ or $90^\circ$ from the via. The numerical output lists the values for both elastic models.

\section*{Table of computed values}
\begin{verbatim}
via radius R = 2.5 um, temperature change = -250 K
expansion via, Si = 17, 3 ppm/K
Young modulus via, Si = 120, 160 GPa
Poisson ratio via, Si = 0.35, 0.25
Lame constants via L, G = 103.70, 44.44 GPa
Lame constants Si L, G = 64.00, 64.00 GPa
misfit strain = -3.50e-03
p-type pi11, pi12, pi44 = 0.07, -0.01, 1.40 1/GPa
n-type pi11, pi12, pi44 = -1.00, 0.50, -0.14 1/GPa
wall radial stress p = 422.3 MPa
largest finite-element deviation, R to 5R = 6.2e-04
radial stress at r = 7.5 um: 46.93 MPa
p-type d_rho/rho at 7.5 um, 0 deg: isotropic 6.570 %, cubic 7.976 %
p-type d_rho/rho at 7.5 um, 45 deg: isotropic 0.000 %, cubic -0.057 %
p-type d_rho/rho at 7.5 um, 90 deg: isotropic -6.570 %, cubic -7.847 %
n-type d_rho/rho at 7.5 um, 0 deg: isotropic -0.657 %, cubic -1.054 %
n-type d_rho/rho at 7.5 um, 45 deg: isotropic 0.000 %, cubic 0.234 %
n-type d_rho/rho at 7.5 um, 90 deg: isotropic 0.657 %, cubic 0.528 %
p-type mobility change, 0 deg: first order -6.57 %, 1/(1+x)-1 -6.16 %
[100] current, 0 deg from it: p 0.375 %, n -7.039 %
n-type shorted-field shift at 45 deg = -0.495 %
tolerated change = 5 %, p-type q = 11.83
p-type contour radius at 0 and 90 deg = 8.60 um
excluded Si area: formula 128.7, counted 128.7 um^2
cubic constants C11, C12, C44 = 166, 64, 80 GPa
anisotropy ratio 2 C44/(C11-C12) = 1.57
cubic effective shear modulus of hole = 63.30 GPa
cubic wall radial stress = 419.1 MPa
cubic at 7.5 um, 0 deg: s_rr 68.36, s_xx+s_yy 23.70, s_zz 6.59 MPa
cubic at 7.5 um, 45 deg: s_rr 27.23, s_xx+s_yy -21.07, s_zz -5.86 MPa
cubic p-type contour radius at 0, 90 deg = 9.64, 9.55 um
\end{verbatim}
